# Hot electrons, slow phonons: when exchange and decay times add in series, part 2

Hot electrons in silicon cool by emitting one kind of optical phonon, which decays into a bath of other phonons. How much does the phonon lifetime \(\tau_d\) slow the cooling? In the example, the electron density is \(n=5\times10^{19}\) cm⁻³, the electrons are at \(T_e=1000\) K, the bath is at \(T_L=300\) K, \(E_0=\hbar\omega=62\) meV and \(\tau_d=5\) ps.

The phonon links opposite valleys on one axis (g-type). Each of the six parabolic valleys holds \(n_v=n/6\) electrons per volume. There are six groups of modes, one per ordered pair of opposite valleys. A mode has offset \(\mathbf p\) from its group's centre; absorption takes an electron from \(\mathbf k\) to \(\mathbf k+\mathbf p\), each measured from its own valley minimum. Scaled wavevectors are \(s_i=\hbar p_i/\sqrt{2m_i}\), with principal masses \(m_i\).

A mode has occupation \(N\); \(N_e\) and \(N_L\) are the Bose occupations at \(T_e\) and \(T_L\). Cold phonons stay at \(N_L\). The first route follows each mode, which electrons change at the rate \(G(N+1)-AN\):

\[
\left(\frac{dN}{dt}\right)_{el}=\frac{N_e-N}{\tau_{ex}},\qquad \frac1{\tau_{ex}}=A-G. \tag{1}
\]

With decay, the steady current of quanta and the occupation are

\[
J=\frac{N_e-N_L}{\tau_{ex}+\tau_d}. \tag{3}
\]

\[
N=\frac{\tau_dN_e+\tau_{ex}N_L}{\tau_{ex}+\tau_d}. \tag{4}
\]

The rate \(\Gamma=A-G\) varies within a group. For nondegenerate electrons, \(M\) equal representative modes per volume and valley replace the group:

\[
\frac1{\tau_{ex}}=\frac{Cn_ve^{-2z}\sinh z}{\sqrt2\,E_0K_1(z)},\qquad
M=S_1\tau_{ex}=\frac{2\sqrt2\,BE_0^2K_1^2(z)e^{2z}}{\sqrt{\pi k_BT_e}}. \tag{9}
\]

Here \(z=E_0/2k_BT_e\), \(C=\pi D^2/\rho\omega\), \(B=(2m_d)^{3/2}/4\pi^2\hbar^3\), \(m_d=(m_1m_2m_3)^{1/3}\), \(S_1=\sum\Gamma\) per volume, \(K_1\) is a modified Bessel function, \(D\) the deformation potential and \(\rho\) the mass density. The power lost per electron, with representative modes and with all modes, is

\[
P=\frac{M}{n_v}\,\frac{E_0(N_e-N_L)}{\tau_{ex}+\tau_d}. \tag{5}
\]

\[
P_{all}=\frac{E_0(N_e-N_L)}{n_v}\sum\frac{\Gamma}{1+\Gamma\tau_d}. \tag{10}
\]

Convexity of \(1/(1+x\tau_d)\) in \(x\) gives \(P_{all}\ge P\). The second route follows an electron and assumes one common \(N\). With \(\tau_e=(n_v/M)\tau_{ex}\), it gives the same \(P\):

\[
P=\frac{E_0(N_e-N_L)}{\tau_e+(n_v/M)\tau_d}. \tag{14}
\]

### What the two derivations assume

The first route treats every mode on its own. It allows each mode a different occupation, and its exchange law (1) survives Pauli blocking, although the closed formulas for \(\tau_{ex}\) and \(M\) do not. It requires that modes do not trade quanta with one another. A single representative mode enters at the end, as an approximation with a known sign of error.

The second route assumes a common occupation from the start. This would be appropriate if some fast process mixed the modes, in which case \(M\) would be the number of modes so mixed. For modes that decay independently the assumption fails in general, since by equation (3) a mode of rate \(\Gamma\) has

\[
N-N_L=(N_e-N_L)\frac{\Gamma\tau_d}{1+\Gamma\tau_d},
\]

and strongly coupled modes are hotter. The electron balance also cannot determine \(M\), which has to come from the distribution of exchange rates.

The second route keeps its form when the distribution is not thermal. For any isotropic nondegenerate distribution \(f(E)\) that decreases with energy, the mean loss is still linear in \(N\), of the form \(E_0[(N+1)R_e-NR_a]\), where

\[
R_a-R_e\propto\int_0^\infty\sqrt{E(E+E_0)}\,[f(E)-f(E+E_0)]\,dE>0 .
\]

The loss can therefore be written \(E_0(R_a-R_e)(N^*-N)\) with \(N^*=R_e/(R_a-R_e)\), and the series form persists with \(N^*\) in place of \(N_e\). What is lost is the link between \(N^*\) and a temperature. The first route can be extended in the same way, but each mode then has its own target occupation.

Both routes need a small drift velocity \(\mathbf v\). A displaced Maxwellian has \(E-\hbar\mathbf k\cdot\mathbf v\) in its exponent, so the ratio of emission to absorption becomes \(\exp[-(E_0-\hbar\mathbf p\cdot\mathbf v)/k_BT_e]\). Different modes then tend to different occupations. For \(\hbar\mathbf p\cdot\mathbf v>E_0\) the electrons amplify the mode, and the exchange time loses its meaning.

### Silicon at 1000 K

The rough silicon parameters are \(E_0=62\) meV, \(D=1.1\times10^9\) eV/cm, \(\rho=2.33\) g/cm³, masses of 0.92 and 0.19 free-electron masses along and across the valley axis, and \(\tau_d=5\) ps. At \(T_e=1000\) K and \(T_L=300\) K the occupations are \(N_e=0.949\) and \(N_L=0.100\). Each valley holds \(n_v=8.33\times10^{18}\) cm⁻³.

Equation (9) gives \(\tau_{ex}=5.25\) ps and \(M=1.64\times10^{20}\) cm⁻³. Exchange and decay are thus almost equally slow, and their sum is 10.2 ps. There are about twenty modes per electron: \(n_v/M=0.0509\). The two terms in the denominator of (14) are

\[
\tau_e=0.0509\times5.25\ \text{ps}=0.267\ \text{ps},\qquad \frac{n_v}{M}\tau_d=0.0509\times5\ \text{ps}=0.255\ \text{ps},
\]

and the power is

\[
P=\frac{62\ \text{meV}\times0.849}{(0.267+0.255)\ \text{ps}}=0.101\ \text{eV/ps}.
\]

Without the second term it would be 0.197 eV/ps. The phonon occupation from (4) is 0.514, which corresponds to 666 K.

With all modes kept, equation (10) gives 0.119 eV/ps. The representative mode is 15 % below this, on the side required by convexity. Its error is of second order for short lifetimes: when \(\tau_d\) was halved from 0.02 to 0.01 ps, the difference between the two powers fell by a factor of 3.97, close to the expected 4.

Two tests bear on the steady state and its approach. For one representative mode, the master equation for the phonon number gave the current (3) to the eight decimals printed and a slowest relaxation time of 2.56 ps, which is \(1/(1/5.25+1/5)\) ps. In the second test, electrons and a set of 80 modes started at 300 K and were heated at the constant power of 0.119 eV/ps per electron. After 200 ps the electrons had reached 1000.00 K, the temperature for which (10) predicts this power.

At the same heating power and density, cold phonons would leave the electrons at 698 K. In this model the finite phonon lifetime therefore accounts for about 300 K of electron temperature.

### Which time limits the cooling

At fixed \(T_e=1000\) K and \(\tau_d=5\) ps, density decides which term dominates:

| \(n\) (cm⁻³) | \(\tau_{ex}\) (ps) | \(P\) (eV/ps) | \(P_{all}\) (eV/ps) |
|---|---|---|---|
| \(10^{18}\) | 262 | 0.193 | 0.193 |
| \(10^{19}\) | 26.2 | 0.165 | 0.169 |
| \(5\times10^{19}\) | 5.25 | 0.101 | 0.119 |

At the lowest density exchange is the bottleneck, and the phonons stay nearly cold. In the opposite limit, \(\tau_d\gg\tau_{ex}\), equation (5) becomes \(P\to ME_0(N_e-N_L)/(n_v\tau_d)\). The power per volume then saturates in the representative model, so each electron's share falls as \(1/n_v\). Equation (10) departs from this limit, because weakly coupled modes continue to contribute after the strongly coupled ones have saturated.

The phonon lifetime is itself uncertain. At fixed density \(5\times10^{19}\) cm⁻³ and fixed \(T_e\), the power \(P_{all}\) is 0.143 eV/ps for \(\tau_d=2.5\) ps and 0.093 eV/ps for 10 ps. In the latter case the representative mode gives 0.068 eV/ps, 27 % too low relative to the sum over modes.

### The model beside a real device

Heavily doped silicon near a transistor drain has electron densities of this order or higher, and a phonon lifetime of a few picoseconds is a reasonable rough value. The temperature of 1000 K is a chosen operating point. With a rough mobility \(\mu_e=100\) cm²/Vs, the heating \(e\mu_eF^2=0.119\) eV/ps requires a field \(F\) of 0.034 MV/cm; peak fields in short transistors can be far higher. The assumption of one phonon branch is a serious departure from silicon. Two further branches that link valleys on different axes (f-type, 47 and 59 meV, each with a rough \(D=2\times10^8\) eV/cm) would, if their phonons stayed cold, add 46 % to the g-type power of 0.119 eV/ps. These branches act in parallel, so their powers add at a given \(T_e\). They also reduce the effect of the g-type lifetime: with them included, heating at 0.119 eV/ps gives about 800 K for \(\tau_d=5\) ps and about 610 K for cold g-type phonons, a difference of about 190 K instead of 300 K.

Band shape matters as well. A nonparabolicity of 0.5 eV⁻¹ raises the g-type power with cold phonons by 35 %; with phonons that live 5 ps the increase is about 40 %. Weighted by exchange rate, the rms offset of the modes along the valley axis is half the distance from the centre of their group to the zone centre, so a constant \(\omega\) and \(D\) are rough assumptions too. Offsets this large also make the six groups overlap near the zone centre, so the model counts some modes more than once; counting each mode once, with the exchange rates of all groups added, lowers \(P_{all}\) by about 6 % for parabolic valleys and by about 10 % with the nonparabolicity above.

Other corrections are of this size or smaller at these settings. At fixed \(T_e\), degeneracy changes \(P_{all}\) by +1.3 %, and a drift of \(3.4\times10^6\) cm/s, taken as isotropic in the scaled wavevectors, changes it by +4.2 %. With the masses taken by direction and the drift along a cube axis, the change is about +3 % if the valleys drift at speeds inverse to their masses and about +6 % if they share one velocity. In the latter case about a sixth of the power of the two groups along the drift passes through modes with \(\hbar\mathbf p\cdot\mathbf v>E_0\); their gain is still far weaker than the decay, but the drift is no longer small for them. In parabolic valleys about \(10^{-5}\) of the electrons have more than 1.12 eV, roughly the gap energy, and the nonparabolicity above raises this fraction to about \(2\times10^{-5}\), so few could cause impact ionization. The field is also well below the MV/cm scale on which band-to-band tunnelling matters in silicon.

The bath is a third stage in the chain. The electrons deliver \(5\times10^{19}\times0.119\) eV per cm³ and ps, or 0.95 J/(cm³ ps). With the heat capacity set to a rough 1.66 J/(cm³ K), the lattice would warm by 0.57 K/ps if no heat left. If the heat leaves a 100 nm region at 6 nm/ps, the rise is about 10 K and lowers the power by 1 %. If the heat instead diffuses out through one side, with a thermal conductivity of 50 to 100 W/(m K), the mean rise is about 30 to 60 K and the power falls by 3 to 7 %.

A local steady state must also have room to form. The excess electron energy \(\tfrac32k_B(T_e-T_L)\) divided by \(P_{all}\) is 0.76 ps, in which the electrons drift 26 nm. This is a scale, not a sharp limit. With constant heating and phonons already steady at each point, the last tenth of the temperature rise takes place beyond about 2.0 or 3.3 times this length, depending on whether each drifting electron is taken to carry \(\tfrac32k_BT_e\) or \(\tfrac52k_BT_e\). In a hot region of comparable length, the electrons carry energy away before the local balance is reached, and the series law no longer fixes their temperature by itself. Settling in time is slower than 0.76 ps, because the phonons must fill as well: if constant heating starts suddenly in a uniform region at 300 K, the model needs about 6 ps for nine tenths of the temperature rise. The numerical check contains the input values, and its output lists the main results.

## Values computed for the example and the checks

```
phonon quantum E0 = 62.0 meV
deformation potential D = 1.10e+09 eV/cm
mass density = 2.33 g/cm3
masses m_l, m_t, m_d = 0.92, 0.19, 0.321 m0
n = 5.0e+19, n_v = 8.333e+18 cm^-3
Te = 1000 K, TL = 300 K, tau_d = 5.0 ps
z = E0/(2 k Te) = 0.3597
occupations Ne = 0.9493, NL = 0.1000
exchange time tau_ex = 5.249 ps
series time tau_ex + tau_d = 10.249 ps
mode density M per valley = 1.636e+20 cm^-3
n_v/M = 0.0509
electron-side time tau_e = 0.2674 ps
weighted decay (n_v/M) tau_d = 0.2547 ps
phonon occupation N = 0.5143, temperature = 666 K
power, cold phonons = 0.1969 eV/ps
power, representative mode = 0.1008 eV/ps
power, all modes = 0.1189 eV/ps
representative / all modes = 0.8482
all modes / cold phonons = 0.6038
Te for same power, cold phonons = 698 K
Te reached by time evolution = 1000.00 K
master equation / series current = 1.00000000
transient relaxation time = 2.561 ps
error ratio on halving small tau_d = 3.971
n=1e+18 cm^-3: tau_ex=262.46 ps, P rep=0.1932, all=0.1933 eV/ps
n=1e+19 cm^-3: tau_ex=26.25 ps, P rep=0.1654, all=0.1685 eV/ps
n=5e+19 cm^-3: tau_ex=5.25 ps, P rep=0.1008, all=0.1189 eV/ps
tau_d=2.5 ps: P rep=0.1334, all=0.1433 eV/ps
tau_d=10.0 ps: P rep=0.0678, all=0.0930 eV/ps
rough mobility = 100 cm2/Vs
field = 0.0345 MV/cm, drift speed = 3.45e+06 cm/s
Fermi level mu/kTe = -1.100
power change, degeneracy = +1.3 %
power change, drift = +4.2 %
cold-phonon power change, alpha=0.5/eV = +34.9 %
f-phonon D = 2.0e+08 eV/cm, quanta 47 and 59 meV
cold f-phonon power / g-phonon power = 0.462
lattice heating rate = 0.574 K/ps
bath rise, 100 nm at 6 nm/ps = 9.6 K
power change from bath rise = -1.00 %
electron energy relaxation time = 0.761 ps
drift length in that time = 26.2 nm
rms axial offset / phonon distance to Gamma = 0.500
fraction of electrons above 1.12 eV = 9.56e-06
```
